# Reorientation temperature and magnetic-resonance averaging of a Jahn–Teller vacancy centre

## Problem

A vacancy next to a donor atom in silicon has three silicon neighbours with broken bonds. Two of them draw together and form a weak bond, which lowers the electronic energy and distorts the centre. This is a Jahn–Teller distortion. Any of the three pairs can bond, so the centre has three equivalent orientations and can hop among them.

Take a reorientation barrier \(E=0.070\) eV and an attempt frequency \(\nu_0=10\) THz.

(a) At what temperature does the centre hop at 10 MHz?

(b) Does this hop rate average two magnetic-resonance lines that belong to different orientations? Apply the answer to a 10 GHz spectrometer, with \(g\) near 2 and a difference \(\Delta g=0.006\) between the two orientations.

(c) How far do errors in the parameters, tunnelling and strain move the estimate?

**Conventions.** The hop rate \(k\) is the total rate of leaving one orientation, and 10 MHz means \(10^7\) hops per second, with no factor \(2\pi\). Line splittings \(\delta\) are ordinary frequencies. The orientations have equal energy until strain is introduced, successive hops are independent, and the linewidth without hopping is neglected.

## Solution

### (a) The hopping temperature

Describe the reorientation by an angle \(\phi\) on a ring with three wells:

\[
V(\phi)=\frac E2\,(1-\cos3\phi).
\]

The minima, at \(\phi=0,\pm2\pi/3\), are the three distortions. The maxima have height \(E\). Let \(I\) be the inertia for motion in \(\phi\). Near \(\phi=0\), \(\cos3\phi\approx1-9\phi^2/2\), so

\[
V\approx\frac{9E}{4}\phi^2=\frac12I\omega^2\phi^2,\qquad I\omega^2=\frac{9E}{2},\qquad f=\frac{\omega}{2\pi}.
\]

The classical rate through one exit is the probability density at the barrier top times the mean forward velocity. Recrossing is neglected: a centre that passes the top is taken to settle in the next well. The thermal velocity distribution gives

\[
\sqrt{\frac{I}{2\pi k_BT}}\int_0^\infty v\,e^{-Iv^2/2k_BT}dv=\sqrt{\frac{k_BT}{2\pi I}}.
\]

The density at the top is \(e^{-E/k_BT}\) divided by the integral of \(e^{-V/k_BT}\) over one well. With the parabolic form of \(V\), that integral is \(\sqrt{2\pi k_BT/(I\omega^2)}\). Hence

\[
k_{\rm exit}=\sqrt{\frac{k_BT}{2\pi I}}\sqrt{\frac{I\omega^2}{2\pi k_BT}}\;e^{-E/k_BT}=f\,e^{-E/k_BT}.
\]

Each well has two exits, so

\[
k=\nu_0e^{-E/k_BT},\qquad \nu_0=2f .
\]

In this model a total attempt frequency of 10 THz therefore means a vibration at \(f=5\) THz. Taking logarithms and solving for \(T\),

\[
T=\frac{E}{k_B\ln(\nu_0/k)} .
\]

The logarithm is \(\ln(10^{13}/10^7)=13.8155\), and

\[
T=\frac{0.070\ \text{eV}}{(8.617\times10^{-5}\ \text{eV/K})(13.8155)}=58.8\ \text{K}.
\]

The thermal energy is then 5.07 meV, much less than the barrier, so the centre stays near the bottom of a well between hops. Using the full cosine well in the flux integral gives 58.9 K, so the parabolic well is adequate here.

### (b) When two lines merge

Consider first a centre that hops between two orientations with rate \(k\) each way. Measured from their mean, the line frequencies are \(\pm\delta/2\). The transverse magnetizations \(m_\pm\) precess at these frequencies and are exchanged by the hops:

\[
\dot m_+=i\pi\delta\,m_+-k(m_+-m_-),
\]
\[
\dot m_-=-i\pi\delta\,m_-+k(m_+-m_-).
\]

Both start at \(1/2\). The spectrum at frequency \(\nu\) is the real part of \(s=u_++u_-\), where \(u_\pm=\int_0^\infty m_\pm e^{-i\Omega t}dt\) and \(\Omega=2\pi\nu\). Write \(a=\pi\delta\) and \(d=u_+-u_-\). Integration by parts turns each \(\dot m_\pm\) into \(i\Omega u_\pm-\tfrac12\). The sum and difference of the two equations become

\[
i\Omega s-ia\,d=1,\qquad (i\Omega+2k)d=ia\,s .
\]

Inserting \(d\) from the second into the first gives

\[
s\left(i\Omega+\frac{a^2}{2k+i\Omega}\right)=1,
\qquad
s=\frac{2k+i\Omega}{a^2-\Omega^2+2ik\Omega}.
\]

Multiply numerator and denominator by the complex conjugate of the denominator. The real part of the new numerator is \(2k(a^2-\Omega^2)+2k\Omega^2=2ka^2\), so

\[
S(\Omega)=\frac{2ka^2}{(a^2-\Omega^2)^2+4k^2\Omega^2}.
\]

Maxima of \(S\) are minima of the denominator. With \(z=\Omega^2\ge0\), the denominator is \(z^2+(4k^2-2a^2)z+a^4\), whose minimum lies at \(z=a^2-2k^2\) if this is positive and at \(z=0\) otherwise. The two peaks have merged into one when \(2k^2\ge a^2\):

\[
k\ge\frac{\pi\delta}{\sqrt2},\qquad\text{or}\qquad \delta\le\frac{\sqrt2\,k}{\pi}.
\]

For \(k=10\) MHz the largest merged splitting is 4.50 MHz. Since \(h\nu=g\mu_BB\), a frequency splitting corresponds to a field splitting \(h\delta/(g\mu_B)\), here 0.161 mT. The answer to the question is thus conditional: with two orientations, hopping at 10 MHz merges lines closer than this and leaves wider pairs resolved. A third orientation changes the limit somewhat, as shown below.

**The given pair.** At fixed field the resonance frequency is proportional to \(g\), so

\[
\delta=(10\ \text{GHz})\frac{0.006}{2}=30\ \text{MHz},
\]

or 1.07 mT. This pair is not merged at 58.8 K. It needs

\[
k=\frac{\pi(30\ \text{MHz})}{\sqrt2}=66.6\ \text{MHz},
\]

which the formula of part (a) places at 68.2 K. The rate must rise more than sixfold, but the temperature rises by only about 9 K because the rate enters through a logarithm.

**Slow and fast limits.** For solutions proportional to \(e^{\lambda t}\), the equations of motion require \((\lambda+k)^2+a^2=k^2\), so

\[
\lambda=-k\pm\sqrt{k^2-a^2}.
\]

When \(k\ll a\), \(\lambda\approx-k\pm ia\). There are two lines near their original positions, each decaying as \(e^{-kt}\). The corresponding Lorentzian falls to half height at \(2\pi|\Delta\nu|=k\), so its full width is \(k/\pi\). For 10 MHz hopping this is 3.18 MHz. The computed spectrum of the 30 MHz pair gives 3.22 MHz, the small difference being due to the finite ratio \(k/a\). Hopping first broadens the lines.

When \(k\gg a\), expanding the square root gives the slower decay \(\lambda\approx-a^2/(2k)\). The full width of the single line is then

\[
\frac{1}{\pi}\frac{a^2}{2k}=\frac{\pi\delta^2}{2k},
\]

which shrinks as hopping becomes faster. Merging marks the loss of two separate maxima; a narrow averaged line requires still faster hopping.

**Three orientations.** Suppose the field direction makes orientations B and C equivalent, while A differs. The lines have weights 1:2. A centre leaves A at rate \(k\). A centre in B or C goes to A at rate \(k/2\), since half its hops only exchange B and C. Solving the three-orientation equations numerically for \(k=10\) MHz gives a largest merged splitting of 4.98 MHz. The equations depend on \(\delta\) and \(k\) through their ratio, apart from an overall frequency scale. The 30 MHz pair therefore merges at

\[
k=10\ \text{MHz}\times\frac{30}{4.982}=60.2\ \text{MHz},
\]

at 67.6 K. The unequal weights change the temperature by less than 1 K.

If the field direction makes all three lines distinct, the rate needed depends on where the third line lies. With the third line midway between a 30 MHz pair, the same equations merge all three at about 38 MHz. For three lines spaced by 30 MHz they give about 75 MHz. When the third line is far away, only half the hops out of either line of the pair lead to the other, and the rate needed by a 30 MHz pair tends to about 96 MHz. This limit is approached slowly: with the third line 90, 200 or 500 MHz above the lower line of the pair, the rate is about 80, 86 or 90 MHz. All these rates are reached between 69 and 70.5 K.

### (c) What moves the estimate

**Parameters.** At fixed \(\nu_0\) and \(k\), \(T\) is proportional to \(E\), so \(dT/T=dE/E\). An error of 0.01 eV in the barrier shifts the answer by 8.4 K. At fixed barrier and hop rate, a tenfold change of \(\nu_0\) changes the logarithm by \(\ln10=2.303\). The effect is smaller than a factor of ten might suggest, but it is not negligible, as the table shows.

**Tunnelling.** The vibration quantum is \(hf=20.7\) meV, four times the thermal energy, so classical barrier crossing needs examination. The cosine has curvature of the same magnitude at the top as at the bottom. Near the top, with a suitably scaled coordinate \(y\), the Schrödinger equation is

\[
\psi''+(y^2+2e)\psi=0,\qquad e=\frac{\varepsilon-E}{hf},
\]

where \(\varepsilon\) is the energy of the motion. Far to the right try \(\psi\approx y^{r}e^{iy^2/2}\), a wave moving right. The leading terms give \(\psi''\approx(-y^2+i+2ir)\psi\), so \(i+2ir=-2e\) and \(r=-\tfrac12+ie\).

To reach the left side, continue this wave through the upper half of the complex \(y\) plane, from argument 0 to \(\pi\). In the first quadrant it is the decaying solution. In the second it is the growing one, so its coefficient is not altered by any admixture of the other solution. On the negative axis \(e^{iy^2/2}\) moves left: it is the reflected wave. The factor \(y^r\) has acquired \(e^{i\pi r}\), of modulus \(e^{-\pi e}\). For unit transmitted flux the reflected flux is \(e^{-2\pi e}\), and the incident flux is their sum. The transmission probability is therefore

\[
P(\varepsilon)=\frac{1}{1+e^{-2\pi e}}=\frac{1}{1+e^{2\pi(E-\varepsilon)/hf}} .
\]

In thermal equilibrium the flux arriving at the barrier in an energy interval \(d\varepsilon\) is \(e^{-\varepsilon/k_BT}d\varepsilon/(hQ)\): one state occupies phase-space area \(h\), and velocity times \(dp\) equals \(d\varepsilon\). Here \(Q\) is the partition function of the well. For a harmonic well, with \(x=hf/(2k_BT)\),

\[
Q=\sum_{n=0}^{\infty}e^{-(2n+1)x}=\frac{1}{2\sinh x}.
\]

The rate per exit is

\[
k_{\rm exit}=\frac{2\sinh x}{h}\int_{-\infty}^{\infty}P(\varepsilon)e^{-\varepsilon/k_BT}d\varepsilon .
\]

The lower limit is an approximation, since the well has no states below about \(hf/2\). Substitute \(q=2\pi(\varepsilon-E)/hf\), then reverse the sign of \(q\). With \(b=x/\pi\), the integral becomes

\[
\frac{hf}{2\pi}e^{-E/k_BT}J,\qquad J=\int_{-\infty}^{\infty}\frac{e^{bq}}{1+e^q}dq .
\]

It converges for \(0<b<1\). Moving the integration line up by \(2\pi i\) multiplies the integrand by \(e^{2\pi ib}\) and encloses the pole at \(q=i\pi\), whose residue is \(-e^{i\pi b}\). Hence \(J(1-e^{2\pi ib})=-2\pi i\,e^{i\pi b}\), which gives \(J=\pi/\sin(\pi b)=\pi/\sin x\). Including both exits,

\[
k=\nu_0e^{-E/k_BT}\,\frac{\sinh x}{\sin x},\qquad x<\pi .
\]

For small \(x\) the last factor is \(1+x^2/3\), and the classical law returns. At 58.8 K, however, \(x=2.04\) and the factor is 4.24. Hopping would reach 10 MHz at a lower temperature. Solving the corrected equation gives 51.5 K.

The parabola describes only the top of the barrier. A semiclassical calculation for the whole cosine replaces the exponent below the top by

\[
\frac{2}{\hbar}\int\sqrt{2I\,[V(\phi)-\varepsilon]}\;d\phi
\]

between the turning points, and starts the energy integral at \(hf/2\). It gives 52.1 K, which is 6.7 K below the classical answer. The last digit depends on the approximations: the exact transmission of the cosine barrier, used with the anharmonic levels in \(Q\), moves the value up by about 0.2 K. The two tunnelling estimates agree within 1 K. The parabolic formula diverges at \(x=\pi\), or 38.2 K, and cannot be used at or below that temperature.

Which answer applies depends on the origin of the parameters. If 0.07 eV and 10 THz come from fitting measured hop rates near 59 K, the fit already includes tunnelling, and 58.8 K stands. If they are the bare barrier height and the classical prefactor of this ring, 52 K is the better estimate. It assumes that coupling to the lattice destroys phase coherence within about one vibration period, that is, between successive approaches to the barrier. If coherence lasts longer, matching levels in neighbouring wells change the tunnelling rate, and without any loss of coherence the motion is not described by a hop rate.

**Strain.** In a perfectly symmetric ring, tunnelling also mixes the three wells coherently. Diagonalizing the ring Hamiltonian gives a ground-level splitting of 224 neV, or 54 MHz after division by \(h\). The ground state then has probability one third in each well, so it does not represent one static distortion.

This ring assumes that the electronic state returns with the same sign after a full turn. With a tunnelling amplitude \(-t\) between neighbouring wells, where \(t>0\), the levels are \(-2t,\,t,\,t\), and the ground state is single. In a Jahn–Teller centre with an electronic doublet, the sign can reverse. This replaces \(t\) by \(-t\) and gives \(-t,\,-t,\,2t\): the ground level is then a doublet, with the same splitting \(3t\). No state of that doublet has more than probability two thirds in one well, so it does not represent one static distortion either.

Now let strain favour one well by \(\Delta=1\) meV, through an added energy \(-(2\Delta/3)\cos\phi\). The favoured minimum moves by \(-2\Delta/3\) and the other two by \(+\Delta/3\). This bias is thousands of times the tunnelling splitting, and the computed ground state lies in the favoured well with probability 0.999999. In this model a small strain is enough to confine the ground state to one well. Nearly all centres occupy that well only when \(k_BT\) is also well below \(\Delta\), which here means well below 12 K.

At 58.8 K the same bias gives each unfavoured well a population \(e^{-\Delta/k_BT}=0.82\) times that of the favoured one. Fast hopping then averages the line frequencies with unequal weights. To first order in \(\Delta\), the barriers seen from the wells change by \(+\Delta/3\) or \(-2\Delta/3\). A full 1 meV change would move the classical temperature by 0.84 K, so the effect on the hopping temperature is smaller than that.

## A few cases

Except in the last row, the temperatures follow from the classical law. Unless a row states otherwise, \(E=0.07\) eV and \(\nu_0=10\) THz.

| Case | Hop rate (MHz) | \(T\) (K) |
|---|---:|---:|
| Given parameters | 10 | 58.8 |
| \(E=0.06\) eV | 10 | 50.4 |
| \(E=0.08\) eV | 10 | 67.2 |
| \(\nu_0=1\) THz | 10 | 70.6 |
| \(\nu_0=100\) THz | 10 | 50.4 |
| 30 MHz pair merges, equal lines | 66.6 | 68.2 |
| 30 MHz pair merges, weights 1:2 | 60.2 | 67.6 |
| Bare barrier, cosine tunnelling | 10 | 52.1 |

## Comparison with real centres

The parameters are round values in the regime of donor–vacancy pairs in silicon, whose reorientation barriers are roughly several hundredths of an electronvolt. An attempt frequency of 10 THz is a typical lattice-vibration scale, but the prefactor of a particular centre may differ from it. A prefactor ten times smaller raises the estimate by about 12 K. Real reorientation also moves several atoms and couples to many vibrations, so a single coordinate at 5 THz gives the size of the tunnelling correction for this model, not a prediction for a named donor. Random strain spreads the barriers and populations from one centre to another, and the lines then need not merge at one sharp temperature. For the stated barrier, "about 60 K" is a reasonable first estimate of where 10 MHz hopping sets in. An error of 0.01 eV in the barrier or a factor of ten in the prefactor moves it by roughly 10 K, and both together can move it by up to 22 K. Measuring the barrier and prefactor together near that temperature removes most of this uncertainty. Whether the lines have merged there must be decided from their splitting. The numerical output gives the values to more digits than this physical estimate warrants.

## Calculated quantities

```
Barrier: 0.070 eV
Total attempt frequency: 10.0 THz
Required hop rate: 10.0 MHz
ln(attempt frequency / hop rate): 13.8155
Boltzmann constant: 8.617333e-05 eV/K
Temperature for required hops: 58.80 K
Thermal energy there: 5.067 meV
Classical cosine-ring temperature: 58.88 K
Temperature, barrier 0.01 eV lower: 50.40 K
Temperature, barrier 0.01 eV higher: 67.20 K
Temperature, attempt frequency / 10: 70.56 K
Temperature, attempt frequency x 10: 50.40 K
Largest merged splitting, formula: 4.502 MHz
Largest merged splitting, spectrum: 4.502 MHz
Same splitting in field: 0.161 mT
Largest merged splitting, 1:2 lines: 4.982 MHz
Spectrometer frequency: 10.0 GHz
g value: 2.000; g difference: 0.006
Example line splitting: 30.00 MHz
Example splitting in field: 1.072 mT
Slow-exchange full width, formula: 3.183 MHz
Slow-exchange full width, spectrum: 3.219 MHz
Hop rate to merge equal lines: 66.64 MHz
Temperature to merge equal lines: 68.15 K
Hop rate to merge 1:2 lines: 60.21 MHz
Temperature to merge 1:2 lines: 67.58 K
Vibration frequency in one well: 5.0 THz
Vibration quantum: 20.678 meV
x = quantum / (2 thermal energy): 2.0406
Tunnelling factor at classical answer: 4.242
Tunnelling-corrected temperature, parabola: 51.54 K
Tunnelling-corrected temperature, cosine: 52.11 K
Shift from classical answer, cosine: -6.69 K
Parabolic formula fails below: 38.19 K
Ground tunnelling splitting: 223.53 neV
Ground tunnelling splitting / h: 54.05 MHz
Relative splitting shift, basis 61 to 81: 3.4e-10
Relative difference from grid method: 1.2e-03
Chosen strain bias: 1.00 meV
Favoured-well probability, no strain: 0.3333
Favoured-well probability, strain: 0.999999
Thermal population ratio under strain: 0.821
Temperature change for 1 meV barrier change: 0.84 K
```
